# Formation energy of a neutral, stoichiometric vacancy set in ionic crystals: a program that tests the result

```python
"""Result under test: for isolated vacancies V_M(4-) + 2 V_O(2+) in MO2,
the summed formation energy S is independent of the oxygen chemical potential
and of the Fermi level, provided mu_M + 2 mu_O = energy of one MO2 unit.
Independent road: S = E(neutral cell with all three vacancies) - (N-1) e_host.
Symbols: N formula units in the perfect cell; e_host energy per formula unit;
dmu_O oxygen chemical potential relative to its oxygen-rich limit;
E_F Fermi level above the valence-band maximum; q charge in units of +e.
Model: fluorite tight binding, one orbital per site, plus a contact energy.
Energies in eV, lengths in nm, concentrations in cm^-3."""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import erfc

# Round model parameters, in the rough regime of hafnia
CATION_LEVEL, ANION_LEVEL, CAVITY_LEVEL = 7.2, 0.0, 5.0
HOP_MO, HOP_OO = 0.8, -0.2
CONTACT = 0.7              # effective cohesion per M-O contact
MU_O_RICH = -5.5           # oxygen reference energy in the model
H_FORM = -12.0             # formation energy per MO2
A_NM = 0.51
TEMP = 1300.0
EPS_STATIC, EPS_FAST = 20.0, 4.0
ENTROPY_K = 5.0            # assumed formation entropy of the set, in k_B


def solve_cell(n, missing=()):
    """Levels, number of contacts and number of cations for an n*n*n cell.
    Coordinates are integers in units of a/4."""
    size = 4 * n
    sites = list(itertools.product(range(size), repeat=3))
    cations = [s for s in sites
               if all(x % 2 == 0 for x in s) and sum(s) % 4 == 0]
    anions = [s for s in sites if all(x % 2 == 1 for x in s)]
    gone = {tuple(x % size for x in s) for s in missing}
    assert gone <= set(cations) | set(anions)
    cations = [s for s in cations if s not in gone]
    pos = np.array(cations + anions)
    n_cat = len(cations)
    dist2 = np.zeros((len(pos), len(pos)), dtype=int)
    for axis in range(3):
        d = np.abs(pos[:, None, axis] - pos[None, :, axis])
        d = np.minimum(d, size - d)
        dist2 += d * d
    ham = HOP_MO * (dist2 == 3) + HOP_OO * (dist2 == 4)
    # The only pairs at squared distance 4 are anion-anion pairs
    onsite = [CATION_LEVEL] * n_cat
    onsite += [CAVITY_LEVEL if s in gone else ANION_LEVEL for s in anions]
    ham[np.diag_indices(len(pos))] = onsite
    present = np.array([s not in gone for s in anions])
    contacts = int(np.sum((dist2[:n_cat, n_cat:] == 3)[:, present]))
    return np.linalg.eigvalsh(ham), contacts, n_cat


def total_energy(cell, charge=0):
    levels, contacts, n_cat = cell
    electrons = 4 * n_cat - charge
    pairs = electrons // 2
    energy = 2 * np.sum(levels[:pairs])
    if electrons % 2:
        energy += levels[pairs]
    return energy - CONTACT * contacts


M_SITE, O_SITE = (0, 0, 0), (1, 1, 1)
bulk = solve_cell(4)
cell_m = solve_cell(4, [M_SITE])
cell_o = solve_cell(4, [O_SITE])
n_units = bulk[2]
e_bulk = total_energy(bulk)
e_host = e_bulk / n_units
vbm = bulk[0][2 * n_units - 1]
gap = bulk[0][2 * n_units] - vbm
level_o = cell_o[0][2 * n_units - 1] - vbm
assert 0 < level_o < gap


def form_m(dmu_o, fermi, charge=-4, off_plane=0.0):
    mu_m = e_host - 2 * (MU_O_RICH + dmu_o) + off_plane
    return (total_energy(cell_m, charge) - e_bulk + mu_m
            + charge * (vbm + fermi))


def form_o(dmu_o, fermi, charge=2):
    return (total_energy(cell_o, charge) - e_bulk + MU_O_RICH + dmu_o
            + charge * (vbm + fermi))


def summed(dmu_o, fermi):
    return form_m(dmu_o, fermi) + 2 * form_o(dmu_o, fermi)


# Separate charged cells against one neutral cell without reservoirs
far_cell = solve_cell(4, [M_SITE, (9, 9, 1), (9, 1, 9)])
near_cell = solve_cell(4, [M_SITE, (1, 1, 1), (-1, -1, -1)])
s_direct = total_energy(far_cell) - (n_units - 1) * e_host
s_near = total_energy(near_cell) - (n_units - 1) * e_host
conditions = [(x, f) for x in np.linspace(H_FORM / 2, 0, 5)
              for f in np.linspace(0, gap, 5)]
sums = np.array([summed(*c) for c in conditions])
s_sep = sums[0]
assert np.ptp(sums) < 1e-7
# Tolerance: residual interaction of vacancies at finite distance
assert np.max(np.abs(sums - s_direct)) < 1e-3
assert s_near < s_direct - 0.5

# Smaller supercell
b3 = solve_cell(3)
s_small = (total_energy(solve_cell(3, [M_SITE]), -4)
           + 2 * total_energy(solve_cell(3, [O_SITE]), 2)
           - 3 * total_energy(b3) + total_energy(b3) / b3[2])
assert abs(s_small - s_sep) < 0.01

# Sets or reservoirs that violate one condition must lose independence
slope_charge = ((form_m(-2, 2) + 2 * form_o(-2, 2, 0))
                - (form_m(-2, 1) + 2 * form_o(-2, 1, 0)))
slope_atoms = form_o(-1, 2, 0) - form_o(-2, 2, 0)
off_change = form_m(-2, 2, off_plane=0.1) - form_m(-2, 2)
assert abs(slope_charge + 4) < 1e-7
assert abs(slope_atoms - 1) < 1e-7
assert abs(off_change - 0.1) < 1e-7


def switching_sum(fermi):
    return form_m(-2, fermi) + 2 * min(form_o(-2, fermi, q)
                                      for q in (0, 1, 2))


switch_low, switch_high = switching_sum(0.5), switching_sum(gap - 0.5)
assert abs(switch_high - switch_low) > 1

# Concentrations with the Fermi level found from charge neutrality
kt = const.k * TEMP / const.e
c_units = 4 / (A_NM * 1e-7) ** 3
c_band = 2 * (2 * np.pi * const.m_e * const.k * TEMP
              / const.h ** 2) ** 1.5 * 1e-6


def densities(dmu_o, fermi):
    return (c_units * np.exp(-form_m(dmu_o, fermi) / kt),
            2 * c_units * np.exp(-form_o(dmu_o, fermi) / kt),
            c_band * np.exp(-fermi / kt),
            c_band * np.exp(-(gap - fermi) / kt))


def equilibrium(dmu_o, acceptors=0.0, carriers=1.0):
    def net_charge(fermi):
        vm, vo, holes, electrons = densities(dmu_o, fermi)
        return (2 * vo - 4 * vm + carriers * (holes - electrons)
                - acceptors)
    fermi = brentq(net_charge, 0, gap, xtol=1e-13)
    return (fermi,) + densities(dmu_o, fermi)


k_direct = np.exp(-s_direct / kt)
cases = [(-1.5, 0.0), (-2.5, 0.0), (-2.5, 1e18)]
results = [equilibrium(*c) for c in cases]
products = [r[1] * r[2] ** 2 / (4 * c_units ** 3) for r in results]
# One per cent corresponds to the meV tolerance on the separated energies
assert np.allclose(products, k_direct, rtol=0.01, atol=0)
vm_simple = c_units * np.exp(-s_direct / (3 * kt))
assert abs(equilibrium(-2.5, carriers=0)[1] / vm_simple - 1) < 0.01


def lattice_constant_term(eta):
    """Potential at a unit charge from its periodic images and background."""
    value = -2 * eta / np.sqrt(np.pi) - np.pi / eta ** 2
    for v in itertools.product(range(-6, 7), repeat=3):
        n2 = sum(x * x for x in v)
        if n2:
            r, g2 = np.sqrt(n2), 4 * np.pi ** 2 * n2
            value += erfc(eta * r) / r
            value += 4 * np.pi / g2 * np.exp(-g2 / (4 * eta ** 2))
    return value


madelung = -lattice_constant_term(2.0)
assert abs(madelung + lattice_constant_term(2.5)) < 1e-8
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
sum_q2 = 4 ** 2 + 2 * 2 ** 2
side = 4 * A_NM
near_dist = np.sqrt(3) * A_NM / 4
image = sum_q2 * madelung * coulomb / (2 * EPS_STATIC * side)
polarization = (sum_q2 * coulomb / (2 * near_dist)
                * (1 / EPS_FAST - 1 / EPS_STATIC))
pair_energy = 8 * coulomb / (EPS_STATIC * near_dist)
pair_ratio = 8 * results[1][2] / (2 * c_units) * np.exp(pair_energy / kt)
far_dist = np.sqrt(99) * A_NM / 4

print("INPUTS: levels M, O, cavity (eV):",
      CATION_LEVEL, ANION_LEVEL, CAVITY_LEVEL)
print("hopping M-O, O-O; contact energy (eV):", HOP_MO, HOP_OO, CONTACT)
print("oxygen-rich mu_O; formation energy per MO2 (eV):",
      MU_O_RICH, H_FORM)
print("lattice constant (nm); temperature (K):", A_NM, TEMP)
print("static and fast dielectric constants:", EPS_STATIC, EPS_FAST)
print(f"formula units in cell: {n_units}; cell side: {side:.2f} nm")
print(f"host energy per MO2: {e_host:.5f} eV")
print(f"valence-band maximum: {vbm:.4f} eV; gap: {gap:.4f} eV")
print(f"V_O cavity level above valence band: {level_o:.4f} eV")
print(f"E(V_M,4-) - E_bulk: {total_energy(cell_m, -4)-e_bulk:.5f} eV")
print(f"E(V_O,2+) - E_bulk: {total_energy(cell_o, 2)-e_bulk:.5f} eV")
print("dmu_O, E_F, E_f(V_M,4-), E_f(V_O,2+), sum S (all eV):")
for x, f in [(0, 0), (0, 3), (H_FORM / 2, 0), (H_FORM / 2, 3)]:
    print(f"  {x:.1f}  {f:.1f}  {form_m(x, f):.4f}  "
          f"{form_o(x, f):.4f}  {summed(x, f):.5f}")
print(f"spread of S over {len(sums)} conditions: {np.ptp(sums):.1e} eV")
print(f"S from one neutral cell, vacancies apart: {s_direct:.5f} eV")
print(f"separate-cell S minus neutral-cell S: {s_sep-s_direct:.2e} eV")
print(f"M-O vacancy distance in that cell: {far_dist:.3f} nm")
print(f"S from smaller cells, side {3*A_NM:.2f} nm: {s_small:.5f} eV")
print(f"energy with vacancies adjacent: {s_near:.4f} eV")
print(f"model binding energy: {s_direct-s_near:.4f} eV")
print(f"V_M(4-)+2V_O(0): change per eV of E_F: {slope_charge:.4f} eV")
print(f"V_O(0) alone: change per eV of mu_O: {slope_atoms:.4f} eV")
print(f"S change for mu_M 0.1 eV off plane: {off_change:.4f} eV")
print(f"switching charges, dmu_O=-2 eV, E_F=0.5 eV: {switch_low:.4f} eV")
print(f"same, E_F={gap-0.5:.2f} eV: {switch_high:.4f} eV")
print(f"kT: {kt:.5f} eV; formula units: {c_units:.3e} cm^-3")
print(f"exp(-S/kT), neutral-cell S: {k_direct:.4e}")
print("dmu_O(eV), acceptors(cm^-3), E_F(eV), V_M, V_O(cm^-3), product:")
for c, r, p in zip(cases, results, products):
    print(f"  {c[0]:.1f} {c[1]:.0e} {r[0]:.4f} {r[1]:.3e} "
          f"{r[2]:.3e} {p:.4e}")
print(f"V_M if vacancies alone set neutrality: {vm_simple:.3e} cm^-3")
print("NEGLECTED OR ROUGHLY SIZED EFFECTS")
for c, r in zip(cases, results):
    ratio = 2 * np.exp(-(level_o - r[0]) / kt)
    print(f"  dmu_O={c[0]:.1f} eV, acceptors={c[1]:.0e} cm^-3: "
          f"holes {r[3]:.1e}, electrons {r[4]:.1e} cm^-3, "
          f"V_O(+)/V_O(2+) {ratio:.1e}")
print(f"cubic-cell image constant: {madelung:.5f}")
print(f"q-squared image correction to S: {image:.3f} eV")
print(f"lattice polarization, continuum estimate: {polarization:.2f} eV")
print(f"adjacent V_M-V_O distance: {near_dist:.4f} nm")
print(f"adjacent V_M-V_O Coulomb attraction: {pair_energy:.3f} eV")
print(f"pairs per isolated V_M, dmu_O=-2.5, undoped: {pair_ratio:.2e}")
print(f"T times assumed entropy of {ENTROPY_K:.0f} k_B: "
      f"{ENTROPY_K*kt:.3f} eV")
print(f"resulting factor on exp(-S/kT): {np.exp(ENTROPY_K):.1f}")
print("success")
```

Printed output:

```
INPUTS: levels M, O, cavity (eV): 7.2 0.0 5.0
hopping M-O, O-O; contact energy (eV): 0.8 -0.2 0.7
oxygen-rich mu_O; formation energy per MO2 (eV): -5.5 -12.0
lattice constant (nm); temperature (K): 0.51 1300.0
static and fast dielectric constants: 20.0 4.0
formula units in cell: 256; cell side: 2.04 nm
host energy per MO2: -6.77612 eV
valence-band maximum: 1.2000 eV; gap: 6.0000 eV
V_O cavity level above valence band: 3.3166 eV
E(V_M,4-) - E_bulk: 6.73503 eV
E(V_O,2+) - E_bulk: 3.05216 eV
dmu_O, E_F, E_f(V_M,4-), E_f(V_O,2+), sum S (all eV):
  0.0  0.0  6.1589  -0.0478  6.06323
  0.0  3.0  -5.8411  5.9522  6.06323
  -6.0  0.0  18.1589  -6.0478  6.06323
  -6.0  3.0  6.1589  -0.0478  6.06323
spread of S over 25 conditions: 1.8e-15 eV
S from one neutral cell, vacancies apart: 6.06323 eV
separate-cell S minus neutral-cell S: -7.05e-11 eV
M-O vacancy distance in that cell: 1.269 nm
S from smaller cells, side 1.53 nm: 6.06270 eV
energy with vacancies adjacent: 4.5088 eV
model binding energy: 1.5545 eV
V_M(4-)+2V_O(0): change per eV of E_F: -4.0000 eV
V_O(0) alone: change per eV of mu_O: 1.0000 eV
S change for mu_M 0.1 eV off plane: 0.1000 eV
switching charges, dmu_O=-2 eV, E_F=0.5 eV: 6.0632 eV
same, E_F=5.50 eV: -2.6705 eV
kT: 0.11203 eV; formula units: 3.015e+22 cm^-3
exp(-S/kT), neutral-cell S: 3.1214e-24
dmu_O(eV), acceptors(cm^-3), E_F(eV), V_M, V_O(cm^-3), product:
  -1.5 0e+00 1.7847 4.452e+14 8.769e+14 3.1214e-24
  -2.5 0e+00 2.2845 4.407e+14 8.813e+14 3.1214e-24
  -2.5 1e+18 1.9293 1.369e+09 5.000e+17 3.1214e-24
V_M if vacancies alone set neutrality: 4.407e+14 cm^-3
NEGLECTED OR ROUGHLY SIZED EFFECTS
  dmu_O=-1.5 eV, acceptors=0e+00 cm^-3: holes 2.7e+13, electrons 1.0e+04 cm^-3, V_O(+)/V_O(2+) 2.3e-06
  dmu_O=-2.5 eV, acceptors=0e+00 cm^-3: holes 3.2e+11, electrons 8.9e+05 cm^-3, V_O(+)/V_O(2+) 2.0e-04
  dmu_O=-2.5 eV, acceptors=1e+18 cm^-3: holes 7.5e+12, electrons 3.7e+04 cm^-3, V_O(+)/V_O(2+) 8.4e-06
cubic-cell image constant: 2.83730
q-squared image correction to S: 1.202 eV
lattice polarization, continuum estimate: 15.65 eV
adjacent V_M-V_O distance: 0.2208 nm
adjacent V_M-V_O Coulomb attraction: 2.608 eV
pairs per isolated V_M, dmu_O=-2.5, undoped: 1.51e+03
T times assumed entropy of 5 k_B: 0.560 eV
resulting factor on exp(-S/kT): 148.4
success
```
